\section*{Carrier density of implanted silicon from its infrared reflectance minimum}

\section*{Problem}

A silicon wafer has been heavily implanted with phosphorus and annealed. Its infrared reflectance, measured in air at normal incidence, has a minimum at the vacuum wavelength $\lambda_{\min}=5\,\mu\mathrm{m}$. Treat the doped region first as uniform and optically thick, with undamped free electrons of effective mass $m^*=0.26\,m_e$ and a constant background permittivity $\varepsilon_b=11.7$.

\begin{enumerate}
\item[(a)] Derive the condition for the minimum and show that it implies about $1.2\times10^{20}$ electrons per cubic centimetre.
\item[(b)] Where does the permittivity vanish? What error follows from taking the minimum for that point, and what error follows from misreading $\lambda_{\min}$ by $0.1\,\mu\mathrm{m}$?
\item[(c)] Real electrons scatter. In which direction does weak damping move the minimum, and how much does the inferred density change for mobilities of 60 to $150\,\mathrm{cm^2/Vs}$?
\item[(d)] Where does the mass 0.26 come from, and how does filling a nonparabolic band change the result?
\item[(e)] What does the formula of part (a) return if the doped layer is only 0.3 to $2\,\mu\mathrm{m}$ deep?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The minimum and the density}

Fields vary as the real part of $e^{-i\omega t}$. An electron of charge $-e$ obeys $m^*\ddot x=-eE$. Since two time derivatives give $-\omega^2$,
\begin{equation}
-m^*\omega^2x=-eE\quad\Rightarrow\quad x=\frac{eE}{m^*\omega^2}.
\end{equation}
With $N$ electrons per unit volume, the free-carrier polarization is
\begin{equation}
P=-Nex=-\frac{Ne^2}{m^*\omega^2}E .
\end{equation}
Adding $P/(\varepsilon_0E)$ to the background gives
\begin{equation}
\varepsilon(\omega)=\varepsilon_b-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0m^*}.
\end{equation}
Here $\omega_p$ does not contain $\varepsilon_b$.

Let the incident, reflected and transmitted electric amplitudes at the surface be $1$, $r$ and $t$. The tangential electric field is continuous, so $1+r=t$. The magnetic amplitude of a wave is proportional to its refractive index times its electric amplitude, with opposite sign for the reflected wave, so $1-r=nt$, where $n=\sqrt{\varepsilon}$. Eliminating $t$ gives $1-r=n(1+r)$, hence
\begin{equation}
r=\frac{1-n}{1+n},\qquad R=|r|^2 .
\end{equation}

If $\varepsilon\le0$, then $n=i\kappa$ with real $\kappa$, and $|1-i\kappa|=|1+i\kappa|$ gives $R=1$. If $\varepsilon>0$, then $n$ is real and $dr/dn=-2/(1+n)^2<0$. Thus $r$ falls steadily with $n$ and crosses zero at $n=1$. Since $n$ itself rises steadily with frequency, $R=r^2$ has one minimum, at $\varepsilon=1$, where $R=0$. There the free electrons' polarization cancels that of the background, and the medium responds like vacuum.

Setting $\varepsilon=1$ gives $\omega_p^2=(\varepsilon_b-1)\omega_{\min}^2$. Inserting $\omega_p^2$ and $\omega_{\min}=2\pi c/\lambda_{\min}$,
\begin{equation}
N=\frac{(\varepsilon_b-1)\,\varepsilon_0m^*}{e^2}\left(\frac{2\pi c}{\lambda_{\min}}\right)^2 .
\label{eq:N}
\end{equation}
For $5\,\mu\mathrm{m}$, $\omega_{\min}=3.767\times10^{14}\,\mathrm{rad/s}$. In SI units,
\begin{align}
N&=\frac{10.7\,(8.854\times10^{-12})(0.26)(9.109\times10^{-31})(3.767\times10^{14})^2}{(1.602\times10^{-19})^2}\nonumber\\
&=1.24\times10^{26}\,\mathrm{m^{-3}}=1.24\times10^{20}\,\mathrm{cm^{-3}} .
\end{align}
This is the required value. It counts free electrons; phosphorus atoms that are not electrically active do not contribute.

\subsection*{(b) Plasma edge and reading error}

The permittivity vanishes at $\omega^2=\omega_p^2/\varepsilon_b$, while the minimum has $\omega_{\min}^2=\omega_p^2/(\varepsilon_b-1)$. Wavelength is inversely proportional to frequency, so
\begin{equation}
\lambda_{\rm edge}=\lambda_{\min}\sqrt{\frac{\varepsilon_b}{\varepsilon_b-1}}
=5\sqrt{\frac{11.7}{10.7}}\,\mu\mathrm{m}=5.23\,\mu\mathrm{m}.
\end{equation}
Total reflection and zero reflection lie only $0.23\,\mu\mathrm{m}$ apart because $\varepsilon_b$ is large. Taking the minimum for the edge replaces $\varepsilon_b-1$ by $\varepsilon_b$ in Eq.~\eqref{eq:N} and gives $1.36\times10^{20}\,\mathrm{cm^{-3}}$, which is 9\% above the correct model value.

Since $N\propto\lambda_{\min}^{-2}$, small errors obey $\delta N/N=-2\,\delta\lambda/\lambda$. Readings of 4.9 and $5.1\,\mu\mathrm{m}$ give $1.29\times10^{20}$ and $1.19\times10^{20}\,\mathrm{cm^{-3}}$, about 4\% either side.

\subsection*{(c) Damping}

With a friction force, $m^*(\ddot x+\dot x/\tau)=-eE$. The factor $-\omega^2$ becomes $-\omega^2-i\omega/\tau$, so
\begin{equation}
\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\omega/\tau}.
\end{equation}
Keep $N$ fixed and let $\omega_{\min}$ still denote the lossless minimum. Define $A=\varepsilon_b-1$, $g=1/(\omega_{\min}\tau)$ and $\omega=\omega_{\min}(1+\delta)$. As $\omega_p^2=A\omega_{\min}^2$, the departure $\eta=\varepsilon-1$ is, for small $g$ and with $\delta$ of order $g^2$,
\begin{equation}
\eta=A\left[1-\frac{1}{(1+\delta)^2+i(1+\delta)g}\right]
\simeq A\left[2\delta+g^2+ig(1-3\delta)\right].
\end{equation}
From $n\simeq1+\eta/2-\eta^2/8$,
\begin{equation}
\frac{n-1}{n+1}\simeq\frac{(\eta/2)(1-\eta/4)}{2(1+\eta/4)}
\simeq\frac{\eta}{4}\left(1-\frac{\eta}{2}\right),
\qquad R\simeq\frac{|\eta|^2}{16}(1-\mathrm{Re}\,\eta).
\end{equation}
Multiplying out to order $g^4$,
\begin{align}
\frac{16R}{A^2}&\simeq\left[(2\delta+g^2)^2+g^2(1-6\delta)\right]\left[1-A(2\delta+g^2)\right]\nonumber\\
&=g^2+4\delta^2-2(1+A)g^2\delta+Cg^4 .
\end{align}
The constant $C$ also collects the omitted corrections of this order, which do not depend on $\delta$. Setting the derivative $8\delta-2(1+A)g^2$ to zero gives
\begin{equation}
\delta=\frac{\varepsilon_b}{4(\omega_{\min}\tau)^2}>0 .
\end{equation}
Weak damping therefore moves the minimum to higher frequency and shorter wavelength. The expansion requires $|\eta|\ll1$, that is $\omega_{\min}\tau\gg\varepsilon_b-1$.

Heavily doped silicon does not meet this condition. A rough mobility of $90\,\mathrm{cm^2/Vs}$ gives $\tau=\mu m^*/e=13.3\,\mathrm{fs}$ and $\omega_{\min}\tau=5.0$, so the full expression for $R$ must be minimized numerically. The second and third columns below hold $N=1.24\times10^{20}\,\mathrm{cm^{-3}}$ fixed; the last gives the density that puts the damped minimum at $5\,\mu\mathrm{m}$.

\begin{center}
\begin{tabular}{cccc}
$\mu$ (cm$^2$/Vs) & minimum ($\mu$m) & $R$ there & $N$ ($10^{20}$ cm$^{-3}$)\\
150 & 4.89 & 0.055 & 1.18\\
90 & 4.78 & 0.096 & 1.13\\
60 & 4.64 & 0.135 & 1.06
\end{tabular}
\end{center}

The direction agrees with the weak-damping result. The lossless formula overstates the density, by about 10\% of the damped value at $90\,\mathrm{cm^2/Vs}$. The minimum also no longer reaches zero. These figures assume that the scattering time from the low-frequency mobility still applies in the infrared. A common empirical fit for phosphorus-doped silicon gives a mobility nearer $70\,\mathrm{cm^2/Vs}$ at this density, for which the last column would read $1.09$.

\subsection*{(d) Effective mass and band filling}

Silicon has six equivalent conduction-band valleys, two along each cubic axis, with rough masses $m_l=0.916\,m_e$ along the axis and $m_t=0.19\,m_e$ across it. For a field along one axis, one third of the electrons respond with $m_l$ and two thirds with $m_t$. Accelerations add, so inverse masses are averaged:
\begin{equation}
\frac1{m^*}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)
\quad\Rightarrow\quad m^*=0.258\,m_e .
\end{equation}
The anisotropy is thus already contained in the value 0.26.

At high density the electrons fill states where the band is less curved. In each valley, stretch the wave-vector axes so that the energy surfaces become spheres of equal volume, with $m_d=(m_lm_t^2)^{1/3}$, and take
\begin{equation}
\mathcal E(1+\alpha\mathcal E)=\frac{\hbar^2k^2}{2m_d},\qquad \alpha\approx0.5\,\mathrm{eV^{-1}}.
\end{equation}
Write $s=1+2\alpha\mathcal E$. Differentiating once gives $\mathcal E'=\hbar^2k/(m_ds)$. Differentiating again, with $s'=2\alpha\mathcal E'$,
\begin{equation}
\mathcal E''=\frac{\hbar^2}{m_ds}-\frac{2\alpha\hbar^4k^2}{m_d^2s^3}
=\frac{\hbar^2}{m_d}\left[\frac1s-\frac{s^2-1}{s^3}\right],
\end{equation}
because $2\alpha\hbar^2k^2/m_d=4\alpha\mathcal E(1+\alpha\mathcal E)=s^2-1$.

The field changes each wave vector at the rate $-eE/\hbar$, and the velocity is the band slope divided by $\hbar$. The acceleration is therefore set by the curvature. Its average over the three directions, relative to the band edge, is
\begin{equation}
\frac{m_d}{3\hbar^2}\left(\mathcal E''+\frac{2\mathcal E'}{k}\right)
=\frac13\left[\frac3s-\frac{s^2-1}{s^3}\right]
=\frac{2}{3s}+\frac{1}{3s^3}.
\end{equation}
Undoing the stretching multiplies each directional inverse mass by its own constant, so the sum over valleys acquires this same factor:
\begin{equation}
\frac{1}{m_{\rm opt}}=\frac1{m^*}\left\langle\frac{2}{3s}+\frac1{3s^3}\right\rangle .
\end{equation}
The average runs over occupied states. It is below one, so $m_{\rm opt}>m^*$.

The Fermi level follows from $N=(6/\pi^2)\int_0^\infty k^2f\,dk$, where $f$ is the Fermi function and the prefactor includes six valleys and two spins. The optical measurement fixes $N/m_{\rm opt}$, so $N$ and $m_{\rm opt}$ are solved together. At 300 K the Fermi level lies $0.080\,\mathrm{eV}$, or $3.1\,k_BT$, above the band edge: the gas is degenerate. With the rounded band-edge mass $m^*=0.26\,m_e$ the optical mass is $0.2895\,m_e$ (the unrounded $0.258\,m_e$ gives $0.287\,m_e$ and a density about 1\% lower), and the lossless density becomes
\begin{equation}
N=1.24\times10^{20}\times\frac{0.2895}{0.26}\,\mathrm{cm^{-3}}=1.38\times10^{20}\,\mathrm{cm^{-3}} .
\end{equation}
Including damping as well, with $\tau$ held at $13.3\,\mathrm{fs}$, gives $1.25\times10^{20}\,\mathrm{cm^{-3}}$. The two corrections nearly cancel for these parameters; with the scattering times for 60 and $150\,\mathrm{cm^2/Vs}$ the combined result is $1.17\times10^{20}$ and $1.31\times10^{20}\,\mathrm{cm^{-3}}$, and other densities need not give the same cancellation.

\subsection*{(e) A layer of finite depth}

In a doped layer of index $n$ and depth $d$ on undoped silicon of index $n_s=\sqrt{\varepsilon_b}$, a wave also returns from the lower boundary. Just below the surface, the ratio of upward to downward electric amplitude is
\begin{equation}
q=\frac{n-n_s}{n+n_s}\,e^{4\pi i nd/\lambda}.
\end{equation}
If the downward amplitude there is $a$, continuity gives $1+r=a(1+q)$ and $1-r=na(1-q)$. Eliminating $a$,
\begin{equation}
r=\frac{(1-n)+q(1+n)}{(1+n)+q(1-n)}=\frac{r_0+q}{1+r_0q},\qquad r_0=\frac{1-n}{1+n}.
\end{equation}
A deep absorbing layer has $q\to0$ and recovers part (c). At $5\,\mu\mathrm{m}$ the intensity penetration depth is $0.54\,\mu\mathrm{m}$, and it grows toward shorter wavelengths, reaching $0.83\,\mu\mathrm{m}$ at $4.57\,\mu\mathrm{m}$. A layer must be several such depths thick before the returning wave can be neglected.

The table holds the true density at $1.24\times10^{20}\,\mathrm{cm^{-3}}$, the mobility at $90\,\mathrm{cm^2/Vs}$ and the mass at $0.26\,m_e$. The undoped silicon below is taken to be infinitely deep. Where interference produces several minima, the deepest is listed. The last column is what Eq.~\eqref{eq:N} returns from that minimum.

\begin{center}
\begin{tabular}{cccc}
$d$ ($\mu$m) & minimum ($\mu$m) & $R$ there & apparent $N$ ($10^{20}$ cm$^{-3}$)\\
0.3 & 3.50 & 0.132 & 2.53\\
0.5 & 4.15 & 0.060 & 1.80\\
1.0 & 4.78 & 0.051 & 1.36\\
2.0 & 4.57 & 0.088 & 1.49
\end{tabular}
\end{center}

For the $0.3\,\mu\mathrm{m}$ layer the apparent density is twice the true one. This factor belongs to a minimum at $3.5\,\mu\mathrm{m}$. If instead the minimum is held at the measured $5\,\mu\mathrm{m}$, with the same mobility and mass, the true density is $0.26\times10^{20}$, $0.70\times10^{20}$ and $1.12\times10^{20}\,\mathrm{cm^{-3}}$ for $d=0.3$, $0.5$ and $1\,\mu\mathrm{m}$, so Eq.~\eqref{eq:N} overstates it by factors of 4.7, 1.8 and 1.1. The approach to the thick-layer position is not steady: the $1\,\mu\mathrm{m}$ layer has its minimum where the thick damped sample has it, but with about half the reflectance, and the $2\,\mu\mathrm{m}$ layer is displaced again. Agreement in position alone does not show that a layer is optically thick.

A real undoped wafer is transparent at these wavelengths, so a polished back face returns light that adds to the measured reflectance. Adding this light without interference moves the minimum of the $0.3\,\mu\mathrm{m}$ layer to $3.70\,\mu\mathrm{m}$, which reads as $2.26\times10^{20}\,\mathrm{cm^{-3}}$. For the 1 and $2\,\mu\mathrm{m}$ layers the shift is only about $0.02\,\mu\mathrm{m}$ or less.

A graded profile is treated by applying the same formula slice by slice. The example here keeps the mobility at $90\,\mathrm{cm^2/Vs}$ at every depth and leaves out light from the back face. For $N(z)=N_0e^{-(z/L)^2}$ with $L=1\,\mu\mathrm{m}$ and $N_0=1.24\times10^{20}\,\mathrm{cm^{-3}}$, the minimum lies at $4.54\,\mu\mathrm{m}$ and reads as $1.50\times10^{20}\,\mathrm{cm^{-3}}$, about 21\% above the true surface density.

\subsection*{Use on a real implant}

Electron densities near $10^{20}\,\mathrm{cm^{-3}}$ are reached in heavily phosphorus-doped, annealed silicon. A $1\,\mu\mathrm{m}$ box at the density found here holds $1.24\times10^{16}$ electrons per $\mathrm{cm^2}$, so the implanted dose must be at least this large. A layer only a few tenths of a micrometre deep breaks the optically thick assumption, and for a $0.3\,\mu\mathrm{m}$ layer Eq.~\eqref{eq:N} overstates the density by a factor of two at the density of the table and by nearly five when the minimum lies at $5\,\mu\mathrm{m}$, far more than damping or band filling change it. For such layers the whole spectrum should be fitted with a layer model that includes depth, damping and, if the back of the wafer is polished, the light returning from it. For a deep, nearly uniform layer, Eq.~\eqref{eq:N} gives $1.2\times10^{20}\,\mathrm{cm^{-3}}$, which damping alone lowers by about 5 to 15\% for the mobilities in part (c), and band filling alone raises by about 11\%.

\section*{Calculated quantities}
\begin{verbatim}
background permittivity: 11.7; mass: 0.26 m_e
wavelength of minimum: 5.00 um
angular frequency at minimum: 3.7673e+14 rad/s
photon energy at minimum: 0.2480 eV
plasma frequency without background: 1.2323e+15 rad/s
lossless electron density: 1.2406e+20 cm^-3 = 1.2406e+26 m^-3
minimum found by search: 5.00000 um
plasma edge (permittivity zero): 5.228 um
density if minimum is mistaken for edge: 1.357e+20 cm^-3
density for minimum at 4.9 um: 1.292e+20 cm^-3
density for minimum at 5.1 um: 1.192e+20 cm^-3
valley masses (rough): 0.916 and 0.19 m_e
conductivity mass from six valleys: 0.2582 m_e
mobility 150 cm2/Vs: tau 22.17 fs, omega*tau 8.35
  lossless density gives minimum at 4.885 um, R 0.0547
  density for minimum at 5 um: 1.182e+20 cm^-3
mobility 90 cm2/Vs: tau 13.30 fs, omega*tau 5.01
  lossless density gives minimum at 4.778 um, R 0.0959
  density for minimum at 5 um: 1.126e+20 cm^-3
mobility 60 cm2/Vs: tau 8.87 fs, omega*tau 3.34
  lossless density gives minimum at 4.644 um, R 0.1352
  density for minimum at 5 um: 1.055e+20 cm^-3
nonparabolicity (rough): 0.5 1/eV; temperature 300 K
Fermi level above band edge: 0.0797 eV = 3.08 kT
optical mass at this filling: 0.2895 m_e
lossless density with band correction: 1.381e+20 cm^-3
density with damping (90 cm2/Vs) and band: 1.249e+20 cm^-3
intensity penetration depth at 5 um: 0.541 um
layers with the lossless density at the surface, 90 cm2/Vs:
box 0.3 um, 3.72e+15 cm^-2: min 3.50 um, R 0.132, reads 2.53e+20 cm^-3
box 0.5 um, 6.20e+15 cm^-2: min 4.15 um, R 0.060, reads 1.80e+20 cm^-3
box 1.0 um, 1.24e+16 cm^-2: min 4.78 um, R 0.051, reads 1.36e+20 cm^-3
box 2.0 um, 2.48e+16 cm^-2: min 4.57 um, R 0.088, reads 1.49e+20 cm^-3
half-Gaussian exp(-(z/L)^2), L 1.0 um, 1.10e+16 cm^-2:
  min 4.54 um, R 0.118, reads 1.50e+20 cm^-3
\end{verbatim}
